# How a soft adsorbate mode changes the free energy of adsorption: a program that tests the result

```python
# Result under test: raising one harmonic adsorbate mode from 20 to 50 cm^-1
# at 500 K raises its free energy F by about 0.04 eV, close to kT ln(50/20),
# while its zero-point energy (ZPE) rises by only about 0.002 eV.
# Symbols: w = wavenumber (cm^-1), x = h c w / (k T), Z = partition function,
# U = mean energy, S = entropy, m = mass, a = spacing of adsorption sites,
# W = barrier of the periodic potential (W/2)(1 - cos(2 pi s / a)).
# Energies are in eV and are measured from the bottom of the well.
import numpy as np
from math import comb
from scipy import constants as const
from scipy.linalg import eigvalsh, eigh_tridiagonal
from scipy.special import ive, xlogy

EV = const.e
K_EV = const.k / EV
HC = const.h * const.c * 100 / EV          # eV per cm^-1
T = 500.0
KT = K_EV * T
W_SOFT, W_FIRM = 20.0, 50.0
MASS_U, SPACING_NM = 72.0, 0.3


def free_energy(w, temp=T):
    """Closed formula for one harmonic mode."""
    kt = K_EV * temp
    return HC * w / 2 + kt * np.log(-np.expm1(-HC * w / kt))


def mean_energy(w):
    return HC * w / 2 / np.tanh(HC * w / (2 * KT))


# Oscillator levels in units of h c w, from a grid Hamiltonian (sinc basis)
half_width, points = 47.0, 1420
grid = np.linspace(-half_width, half_width, points)
step = grid[1] - grid[0]
separation = np.arange(points)[:, None] - np.arange(points)[None, :]
safe = np.where(separation == 0, 1, separation)
hamiltonian = np.where(separation % 2 == 0, 1.0, -1.0) / (step * safe) ** 2
np.fill_diagonal(hamiltonian, np.pi**2 / (6 * step**2) + grid**2 / 2)
levels = eigvalsh(hamiltonian)
assert np.max(np.abs(levels[:600] - np.arange(600) - 0.5)) < 1e-7


def from_levels(w, temp=T):
    """F, U, T*S and Z from the numerical levels and their probabilities."""
    kt = K_EV * temp
    energies = HC * w * levels
    weights = np.exp(-energies / kt)
    z = weights.sum()
    prob = weights / z
    return (-kt * np.log(z), prob @ energies,
            -kt * xlogy(prob, prob).sum(), z)


F, U, TS, Z = {}, {}, {}, {}
for w in (W_SOFT, W_FIRM):
    F[w], U[w], TS[w], Z[w] = from_levels(w)
    assert abs(F[w] - free_energy(w)) < 1e-8
    assert abs(U[w] - mean_energy(w)) < 1e-8
dF = F[W_FIRM] - F[W_SOFT]
dU = U[W_FIRM] - U[W_SOFT]
dTS = TS[W_FIRM] - TS[W_SOFT]
dZPE = HC * (levels[0] * W_FIRM - levels[0] * W_SOFT)
log_law = KT * np.log(W_FIRM / W_SOFT)
x_soft, x_firm = HC * W_SOFT / KT, HC * W_FIRM / KT
quantum_bound = KT * x_firm**2 / 24
assert 0.035 < dF < 0.045 and dZPE < 0.06 * dF
assert log_law < dF < log_law + quantum_bound
assert abs(dU - KT * (x_firm**2 - x_soft**2) / 12) < 1e-6
assert abs(dU) < 0.05 * dZPE               # thermal energy cancels the ZPE
assert abs(-dTS / dF - 1) < 0.01           # the rise is entropic

# The same law at other temperatures
dF_other = {}
for temp in (400.0, 600.0):
    dF_other[temp] = from_levels(W_FIRM, temp)[0] - from_levels(W_SOFT, temp)[0]
    expected = free_energy(W_FIRM, temp) - free_energy(W_SOFT, temp)
    assert abs(dF_other[temp] - expected) < 1e-8

# A stiff mode with the same zero-point change
dF_stiff = from_levels(3030.0)[0] - from_levels(3000.0)[0]
assert abs(dF_stiff - dZPE) < 0.01 * dZPE


def stiffness(w, mass_u):
    omega = 2 * np.pi * const.c * 100 * w
    return mass_u * const.atomic_mass * omega**2      # N/m


def classical_harmonic(w, mass_u):
    """Phase-space quadrature; returns Z and rms displacement in nm."""
    mass = mass_u * const.atomic_mass
    s = np.linspace(-2e-9, 2e-9, 8001)
    p_max = 12 * np.sqrt(mass * const.k * T)
    p = np.linspace(-p_max, p_max, 4001)
    boltz_s = np.exp(-stiffness(w, mass_u) * s**2 / (2 * const.k * T))
    boltz_p = np.exp(-p**2 / (2 * mass * const.k * T))
    area = boltz_s.sum() * (s[1] - s[0]) * boltz_p.sum() * (p[1] - p[0])
    rms = np.sqrt((boltz_s @ s**2) / boltz_s.sum())
    return area / const.h, rms * 1e9


rms_nm = {}
for w in (W_SOFT, W_FIRM):
    for mass_u in (16.0, MASS_U):          # Z must not depend on the mass
        z_classical, rms_nm[w] = classical_harmonic(w, mass_u)
        assert abs(z_classical * HC * w / KT - 1) < 1e-8
    formula_rms = np.sqrt(const.k * T / stiffness(w, MASS_U)) * 1e9
    assert abs(rms_nm[w] / formula_rms - 1) < 1e-8

# Coverage: enumerate occupied sites at the activity giving 1/2 at 20 cm^-1
sites = 8


def coverage(z, activity):
    terms = np.array([comb(sites, n) * (activity * z) ** n
                      for n in range(sites + 1)])
    return terms @ np.arange(sites + 1) / (sites * terms.sum())


activity = 1 / Z[W_SOFT]
theta_soft = coverage(Z[W_SOFT], activity)
theta_firm = coverage(Z[W_FIRM], activity)
odds_factor = np.exp(-(free_energy(W_FIRM) - free_energy(W_SOFT)) / KT)
assert abs(theta_soft - 0.5) < 1e-10
assert abs(theta_firm / (1 - theta_firm) - odds_factor) < 1e-6


def barrier(w, a_nm):
    return 2 * stiffness(w, MASS_U) * (a_nm * 1e-9 / (2 * np.pi)) ** 2 / EV


def periodic_free_energy(w, a_nm, bloch):
    """Quantum free energy per cell; bloch = 0 (centre) or 0.5 (edge)."""
    n = np.arange(-240, 241)
    unit = const.h**2 / (2 * MASS_U * const.atomic_mass
                         * (a_nm * 1e-9) ** 2) / EV
    top = barrier(w, a_nm)
    energies = eigh_tridiagonal(unit * (n + bloch) ** 2 + top / 2,
                                np.full(n.size - 1, -top / 4),
                                eigvals_only=True)
    return -KT * np.log(np.exp(-energies / KT).sum())


F_periodic, dF_periodic = {}, {}
for a_nm in (0.2, SPACING_NM, 0.5):
    for w in (W_SOFT, W_FIRM):
        centre = periodic_free_energy(w, a_nm, 0.0)
        edge = periodic_free_energy(w, a_nm, 0.5)
        assert abs(centre - edge) < 1e-9   # tunnelling does not affect F
        u = barrier(w, a_nm) / (2 * KT)
        classical = (KT * np.log(HC * w / KT)
                     - KT * np.log(np.sqrt(2 * np.pi * u) * ive(0, u)))
        bound = KT * (HC * w / KT) ** 2 / 24
        assert -1e-9 < centre - classical < bound + 1e-9
        F_periodic[a_nm, w] = centre
    dF_periodic[a_nm] = F_periodic[a_nm, W_FIRM] - F_periodic[a_nm, W_SOFT]
    assert 0.03 < dF_periodic[a_nm] < 0.05

wavelength_nm = const.h / np.sqrt(2 * np.pi * MASS_U * const.atomic_mass
                                  * const.k * T) * 1e9

print(f"temperature: {T:.0f} K")
print(f"kT: {KT:.5f} eV")
print(f"kT as a wavenumber: {KT / HC:.1f} cm^-1")
for w, x in ((W_SOFT, x_soft), (W_FIRM, x_firm)):
    print(f"mode at {w:.0f} cm^-1: x = {x:.5f} (no unit)")
    print(f"  zero-point energy: {HC * w / 2:.5f} eV")
    print(f"  free energy F: {F[w]:.5f} eV")
    print(f"  mean energy U: {U[w]:.5f} eV")
    print(f"  T*S: {TS[w]:.5f} eV")
    print(f"  partition function Z: {Z[w]:.3f} (no unit)")
print(f"rise of F: {dF:.5f} eV")
print(f"rise of F: {dF * EV * const.N_A / 1000:.2f} kJ/mol")
print(f"ln(50/20): {np.log(W_FIRM / W_SOFT):.5f} (no unit)")
print(f"kT ln(50/20): {log_law:.5f} eV")
print(f"rise of F beyond kT ln(50/20): {dF - log_law:.7f} eV")
print(f"upper bound on that excess: {quantum_bound:.7f} eV")
print(f"rise of zero-point energy: {dZPE:.5f} eV")
print(f"zero-point rise / rise of F: {100 * dZPE / dF:.1f} percent")
print(f"change of U: {dU:.7f} eV")
print(f"change of thermal energy U - ZPE: {dU - dZPE:.5f} eV")
print(f"change of -T*S: {-dTS:.5f} eV")
for temp, value in dF_other.items():
    print(f"rise of F at {temp:.0f} K: {value:.5f} eV")
print(f"rise of F, 3000 to 3030 cm^-1, 500 K: {dF_stiff:.5f} eV")
print(f"factor on coverage odds: {odds_factor:.4f} (no unit)")
print(f"coverage at 20 cm^-1: {theta_soft:.3f} (no unit)")
print(f"coverage at 50 cm^-1: {theta_firm:.3f} (no unit)")
print(f"model mass: {MASS_U:.0f} u; site spacing: {SPACING_NM:.1f} nm")
print(f"thermal de Broglie wavelength: {wavelength_nm:.5f} nm")
for w in (W_SOFT, W_FIRM):
    top = barrier(w, SPACING_NM)
    shift = F_periodic[SPACING_NM, w] - F[w]
    print(f"rms displacement at {w:.0f} cm^-1: {rms_nm[w]:.4f} nm")
    print(f"  implied barrier W: {top:.4f} eV")
    print(f"  W/kT: {top / KT:.2f} (no unit)")
    print(f"  periodic F minus harmonic F: {shift:.5f} eV")
for a_nm, value in dF_periodic.items():
    print(f"rise of periodic F, spacing {a_nm:.1f} nm: {value:.5f} eV")
print("done: every assertion held")
```

Output:

```
temperature: 500 K
kT: 0.04309 eV
kT as a wavenumber: 347.5 cm^-1
mode at 20 cm^-1: x = 0.05755 (no unit)
  zero-point energy: 0.00124 eV
  free energy F: -0.12301 eV
  mean energy U: 0.04310 eV
  T*S: 0.16611 eV
  partition function Z: 17.373 (no unit)
mode at 50 cm^-1: x = 0.14388 (no unit)
  zero-point energy: 0.00310 eV
  free energy F: -0.08350 eV
  mean energy U: 0.04316 eV
  T*S: 0.12666 eV
  partition function Z: 6.944 (no unit)
rise of F: 0.03951 eV
rise of F: 3.81 kJ/mol
ln(50/20): 0.91629 (no unit)
kT ln(50/20): 0.03948 eV
rise of F beyond kT ln(50/20): 0.0000312 eV
upper bound on that excess: 0.0000372 eV
rise of zero-point energy: 0.00186 eV
zero-point rise / rise of F: 4.7 percent
change of U: 0.0000624 eV
change of thermal energy U - ZPE: -0.00180 eV
change of -T*S: 0.03945 eV
rise of F at 400 K: 0.03162 eV
rise of F at 600 K: 0.04740 eV
rise of F, 3000 to 3030 cm^-1, 500 K: 0.00186 eV
factor on coverage odds: 0.3997 (no unit)
coverage at 20 cm^-1: 0.500 (no unit)
coverage at 50 cm^-1: 0.286 (no unit)
model mass: 72 u; site spacing: 0.3 nm
thermal de Broglie wavelength: 0.00920 nm
rms displacement at 20 cm^-1: 0.0638 nm
  implied barrier W: 0.0483 eV
  W/kT: 1.12 (no unit)
  periodic F minus harmonic F: -0.00630 eV
rms displacement at 50 cm^-1: 0.0255 nm
  implied barrier W: 0.3018 eV
  W/kT: 7.00 (no unit)
  periodic F minus harmonic F: -0.00189 eV
rise of periodic F, spacing 0.2 nm: 0.03406 eV
rise of periodic F, spacing 0.3 nm: 0.04391 eV
rise of periodic F, spacing 0.5 nm: 0.04395 eV
done: every assertion held
```
